Hermitian and Covariant Energy Projectors for the Free Dirac Equation

**Problem**

Two pairs of 4×4 matrices separate the positive- and negative-energy solutions of the free Dirac equation. Set ħ = c = 1, and take a mass m > 0, a real momentum **p** and E = +√(**p**² + m²). The gamma matrices obey

(γ⁰)² = 1, γ⁰γⁱ + γⁱγ⁰ = 0, γⁱγʲ + γʲγⁱ = −2δᵢⱼ,

with γ⁰ Hermitian and γⁱ anti-Hermitian. Write β = γ⁰, αⁱ = γ⁰γⁱ and

H(**p**) = **α·p** + βm, p̸ = γ⁰E − **γ·p**.

The two pairs are

P±(**p**) = (1 ± H(**p**)/E)/2, Λ±(**p**) = (±p̸ + m)/(2m).

The notation Λ±(−**p**) means that the three-momentum is reversed while E stays positive.

(a) Show that each pair consists of complementary projectors. Which of them are Hermitian?

(b) Express P₊ through Λ₊, and P₋ through Λ₋.

(c) Trace each factor in the answer to a property of the plane-wave spinors.

(d) In the Dirac representation, split χ = (1, 0, 0, 0) with both pairs for **p** = (1, 2, 2)m/4. Which squared norms can be read as probabilities?

**Hints**

1. For (a), compute H² and p̸² first.

2. For (b), H contains αⁱ and p̸ contains γⁱ. Find a multiplication that turns one into the other, then compare signs term by term.

3. For (c), ask which momentum and energy belong to the wave v exp(+ip·x) when p̸v = −mv. Then compare u†u with ūu = u†γ⁰u.

4. For (d), use γ⁰χ = χ. Two parts of a vector have squared norms that add up if the parts are orthogonal.

**Solution**

*(a) Projectors.* From αⁱ = γ⁰γⁱ,

αⁱαʲ = γ⁰γⁱγ⁰γʲ = −γⁱγʲ, so αⁱαʲ + αʲαⁱ = 2δᵢⱼ,

αⁱβ = γ⁰γⁱγ⁰ = −γⁱ and βαⁱ = γⁱ, so αⁱβ + βαⁱ = 0.

The cross terms in H² therefore cancel, and H² = **p**² + m² = E². Hence

P±² = (1 ± 2H/E + H²/E²)/4 = (2 ± 2H/E)/4 = P±,

P₊P₋ = (1 − H²/E²)/4 = 0, P₊ + P₋ = 1.

Also HP± = (H ± E)/2 = ±EP±, so P± projects on the states of momentum **p** and energy ±E.

In p̸² the terms linear in **γ·p** cancel because γ⁰ anticommutes with γⁱ, and (**γ·p**)² = −**p**². Thus p̸² = E² − **p**² = m², and

Λ±² = (m² ± 2mp̸ + m²)/(4m²) = Λ±,

Λ₊Λ₋ = (m² − p̸²)/(4m²) = 0, Λ₊ + Λ₋ = 1.

Here p̸Λ± = ±mΛ±, so Λ± projects on the solutions of p̸w = ±mw.

The matrices αⁱ = γ⁰γⁱ are Hermitian, since (γ⁰γⁱ)† = −γⁱγ⁰ = γ⁰γⁱ. So H and P± are Hermitian, and P± are orthogonal projectors. For the other pair,

p̸† = γ⁰E + **γ·p** = γ⁰p̸γ⁰,

which gives

Λ±(**p**)† = γ⁰Λ±(**p**)γ⁰ = Λ±(−**p**).

This equals Λ±(**p**) only if **γ·p** = 0, that is, only at **p** = 0. At any other momentum Λ± are oblique projectors: their two ranges are not perpendicular.

*(b) The relation.* Multiply p̸ by γ⁰ from the right. Since −γⁱγ⁰ = γ⁰γⁱ = αⁱ,

p̸γ⁰ = E + **α·p**.

For the positive branch this gives

2mΛ₊(**p**)γ⁰ = E + **α·p** + βm = E + H(**p**) = 2E P₊(**p**),

and therefore

P₊(**p**) = (m/E) Λ₊(**p**)γ⁰.

For the negative branch,

2mΛ₋(**p**)γ⁰ = −E − **α·p** + βm.

The target is 2E P₋(**p**) = E − **α·p** − βm. The energy and mass terms have the wrong sign, while the momentum term has the right one. Reversing **p** makes all three signs wrong together:

2mΛ₋(−**p**)γ⁰ = −E + **α·p** + βm = −2E P₋(**p**).

Hence

P₋(**p**) = −(m/E) Λ₋(−**p**)γ⁰.

Besides γ⁰, the factor m/E and the reversed momentum, the negative branch carries an overall minus sign.

Which branch shows the reversal depends on where γ⁰ stands. From γ⁰Λ±(**p**)γ⁰ = Λ±(−**p**) follows Λ±(**p**)γ⁰ = γ⁰Λ±(−**p**), so the same two relations read

P₊(**p**) = (m/E) γ⁰Λ₊(−**p**), P₋(**p**) = −(m/E) γ⁰Λ₋(**p**).

Two limits show what the factors do. At **p** = 0, E = m and p̸ = mγ⁰, so both pairs reduce to (1 ± γ⁰)/2. The extra γ⁰ then has no effect on the positive branch, because (1 + γ⁰)γ⁰ = 1 + γ⁰. On the negative branch it is compensated by the minus sign, because (1 − γ⁰)γ⁰ = −(1 − γ⁰).

For m → 0 at fixed **p** ≠ 0, P± stay finite but Λ± diverge. The product (m/E)Λ₊ = (p̸ + m)/(2E) remains finite and tends to p̸/(2E). This limit is not a projector, since p̸² = m² → 0. The relation between two pairs of projectors thus requires m > 0.

*(c) Origin of the factors.* The momentum sign comes from the phase of the wave. Multiply p̸v = −mv by γ⁰ from the left:

(E − **α·p**)v = −βmv, or (−**α·p** + βm)v = −Ev.

This is H(−**p**)v = −Ev. With p·x = Et − **p·r**, the wave v exp(+ip·x) indeed has the spatial factor exp(−i**p·r**), hence momentum −**p**, and energy −E. The label **p** on Λ₋ is the opposite of the momentum on which H acts.

The other factors come from normalization. Take orthonormal rest spinors with γ⁰u₀ = u₀ and γ⁰v₀ = −v₀, and boost them with

S = exp(η **α·n**/2), **n** = **p**/|**p**|, cosh η = E/m, sinh η = |**p**|/m.

(At **p** = 0, S = 1.) Because (**α·n**)² = 1, S is Hermitian with

S² = cosh η + **α·n** sinh η = (E + **α·p**)/m.

Because γ⁰ anticommutes with αⁱ, γ⁰Sγ⁰ = S⁻¹, or equivalently Sγ⁰S = γ⁰. It follows that

Sγ⁰S⁻¹ = S²γ⁰ = (E + **α·p**)γ⁰/m = p̸/m,

so u = Su₀ obeys p̸u = mu and v = Sv₀ obeys p̸v = −mv. Their norms are

ūu = u₀†Sγ⁰Su₀ = u₀†γ⁰u₀ = 1, v̄v = v₀†γ⁰v₀ = −1,

u†u = u₀†S²u₀ = E/m, v†v = E/m.

In the last line **α·p** drops out, since it connects opposite eigenvalues of γ⁰. Summing over the two spin states, with Σu₀u₀† = (1 + γ⁰)/2 and Σv₀v₀† = (1 − γ⁰)/2,

Σuu† = (S² + Sγ⁰S)/2 = (E + **α·p** + βm)/(2m) = (E/m)P₊(**p**),

Σvv† = (S² − Sγ⁰S)/2 = (E + **α·p** − βm)/(2m) = (E/m)P₋(−**p**).

The sums with adjoint spinors follow from Sγ⁰ = γ⁰S⁻¹:

Σuū = S[(1 + γ⁰)/2]γ⁰S⁻¹ = S[(1 + γ⁰)/2]S⁻¹ = Λ₊(**p**),

Σvv̄ = S[(1 − γ⁰)/2]γ⁰S⁻¹ = −S[(1 − γ⁰)/2]S⁻¹ = −Λ₋(**p**).

Since ū = u†γ⁰, each adjoint sum is the corresponding dagger sum times γ⁰, which reproduces (b). The matrix γ⁰ converts u† into ū, the factor E/m is the density u†u at ūu = 1, and the minus sign is that of v̄v.

*(d) The example.* In units of m, **p** = (0.25, 0.5, 0.5), so **p**² = 9/16, |**p**| = 0.75 and E = √(25/16) = 1.25. In the Dirac representation **α·p** χ has the lower components p_z = 0.5 and pₓ + ip_y = 0.25 + 0.5i. Dividing by 2E = 2.5,

P₊χ = (0.9, 0, 0.2, 0.1 + 0.2i),

P₋χ = (0.1, 0, −0.2, −0.1 − 0.2i).

The first entries are (1 ± 0.8)/2. For the covariant pair p̸χ = p̸γ⁰χ = (E + **α·p**)χ, and division by 2m = 2 gives

Λ₊χ = (1.125, 0, 0.25, 0.125 + 0.25i),

Λ₋χ = (−0.125, 0, −0.25, −0.125 − 0.25i).

As γ⁰χ = χ, the relation in (b) predicts P₊χ = 0.8 Λ₊χ, and indeed 0.8 × 1.125 = 0.9 and 0.8 × 0.25 = 0.2. For the negative branch, reversing **p** changes the lower components of Λ₋χ to 0.25 and 0.125 + 0.25i. Multiplication by −0.8 then gives (0.1, 0, −0.2, −0.1 − 0.2i), which is P₋χ.

The squared norms of the Hermitian parts are

‖P₊χ‖² = 0.81 + 0.04 + 0.05 = 0.9, ‖P₋χ‖² = 0.01 + 0.04 + 0.05 = 0.1.

They add to 1. Within the one-particle Dirac theory they are the probabilities of energy +E and −E in the state χ at momentum **p**. The covariant parts give

‖Λ₊χ‖² = 1.406, ‖Λ₋χ‖² = 0.156, sum 1.5625 = (E/m)².

The first already exceeds 1, so these are not probabilities. The sum exceeds ‖χ‖² = 1 because the two parts are not orthogonal: the real part of their scalar product is (1 − 1.5625)/2 ≈ −0.281.

Dividing the two numbers by their sum happens to give 0.9 and 0.1, but this is special to γ⁰χ = χ. In that case (b) gives Λ₊χ = (E/m)P₊(**p**)χ and Λ₋χ = −(E/m)P₋(−**p**)χ. Because χ†**α·p**χ = 0, P₋(−**p**)χ has the same squared norm as P₋(**p**)χ. For a general unit vector w the rescaled numbers differ from ‖P±w‖², and the sum is w†[(E − **α·p**)² + m²]w/(2m²), since p̸†p̸ = γ⁰(E + **α·p**)²γ⁰ = (E − **α·p**)². At this momentum the sum can lie anywhere between 0.625 and 2.5.

They are orthogonal in the adjoint product, since (Λ₊χ)†γ⁰Λ₋χ = χ†γ⁰Λ₊Λ₋χ = 0. The adjoint norms w†γ⁰w of the two parts are 1.125 and −0.125. They do add to χ†γ⁰χ = 1, but the negative one rules out a reading as probabilities.

The numerical output lists the projected vectors, the squared norms and the adjoint norms with their sums. It also covers a comparison of the relations in (b) with projectors built from eigenvectors, for three choices of momentum and mass in two representations; the largest deviation of any matrix entry is below 10⁻¹⁰.

**Variation 1: the momentum is not reversed**

*Which operator is −(m/E)Λ₋(**p**)γ⁰, and how far is it from P₋(**p**)?*

By (b) it is Q = P₋(−**p**), a valid projector for the wrong momentum. The error is

Q − P₋(**p**) = **α·p**/E.

Its square is **p**²/E², so its spectral norm is |**p**|/E, here 0.6. It vanishes at rest and approaches 1 for |**p**| ≫ m.

To find how much positive energy at **p** the range of Q contains, write H(**p**) = −H(−**p**) + 2βm. From βH(−**p**) + H(−**p**)β = 2m and H(−**p**)Q = QH(−**p**) = −EQ,

−2E QβQ = 2mQ, so QβQ = −(m/E)Q.

Then QH(**p**)Q = (E − 2m²/E)Q, and

QP₊(**p**)Q = (1 − m²/E²)Q = (**p**²/E²)Q.

Every state in the range of Q thus has the positive-energy fraction **p**²/E² at momentum **p**. In the example this is 0.36, whereas a correct negative-energy projection would give zero.

**Variation 2: a change of frame**

*How do the two pairs transform under a boost T = exp(η **α·n**/2), with η and the unit vector **n** now arbitrary?*

Split **p** into p∥ along **n** and **p**⊥ across it. The matrix **α·p**⊥ anticommutes with **α·n**, so T(**α·p**⊥)T = (**α·p**⊥)T⁻¹T = **α·p**⊥. The remainder commutes with T:

T(E + **α·n** p∥)T = (cosh η + **α·n** sinh η)(E + **α·n** p∥) = E′ + **α·n** p′∥,

E′ = E cosh η + p∥ sinh η, p′∥ = p∥ cosh η + E sinh η.

These are the boosted energy and momentum, so T p̸γ⁰T = p̸′γ⁰. With γ⁰Tγ⁰ = T⁻¹ this becomes Tp̸T⁻¹ = p̸′, and hence

Λ±(**p′**) = TΛ±(**p**)T⁻¹.

Multiply by γ⁰ from the right, and use T⁻¹γ⁰ = γ⁰T and T = T†. The relations in (b) then give

E′P₊(**p′**) = E T P₊(**p**)T†, E′P₋(−**p′**) = E T P₋(−**p**)T†.

The covariant projectors undergo a similarity transformation. The Hermitian ones are tied to the density w†w, which depends on the frame, and so they acquire T† and the energy ratio E/E′.

Calculated quantities

```
Units: hbar = c = 1; momentum and energy in units of m
mass m: 1.0000
momentum p (x, y, z): 0.2500, 0.5000, 0.5000
|p|: 0.7500   E: 1.2500
m/E: 0.8000   E/m: 1.2500   (dimensionless)
Components of projected chi = (1,0,0,0), dimensionless:
P_plus(p) chi: +0.9000+0.0000i, +0.0000+0.0000i, +0.2000+0.0000i, +0.1000+0.2000i
P_minus(p) chi: +0.1000+0.0000i, +0.0000+0.0000i, -0.2000+0.0000i, -0.1000-0.2000i
L_plus(p) chi: +1.1250+0.0000i, +0.0000+0.0000i, +0.2500+0.0000i, +0.1250+0.2500i
L_minus(p) chi: -0.1250+0.0000i, +0.0000+0.0000i, -0.2500+0.0000i, -0.1250-0.2500i
L_minus(-p) chi: -0.1250+0.0000i, +0.0000+0.0000i, +0.2500+0.0000i, +0.1250+0.2500i
-(m/E) L_minus(-p) gamma0 chi: +0.1000+0.0000i, +0.0000+0.0000i, -0.2000+0.0000i, -0.1000-0.2000i
-(m/E) L_minus(p) gamma0 chi, not reversed: +0.1000+0.0000i, +0.0000+0.0000i, +0.2000+0.0000i, +0.1000+0.2000i
Squared norms and adjoint norms, dimensionless:
P_plus chi, P_minus chi: 0.900000, 0.100000
their sum: 1.000000
L_plus chi, L_minus chi: 1.406250, 0.156250
their sum: 1.562500
adjoint norm of L_plus chi: 1.125000
adjoint norm of L_minus chi: -0.125000
their sum: 1.000000
Effect of omitting the momentum reversal, dimensionless:
positive-energy fraction at p: 0.3600
spectral norm of projector error: 0.6000
spectral norm of L_plus(p): 1.2500
momentum-mass cases: 3, representations: 2
largest entry error in main relations below 1e-10: True
```
